# Stable inversion of the two-dimensional Fermi–Dirac density for the chemical potential

## What the answer can depend on

Consider electrons in one parabolic band of a two-dimensional channel. Their energy above the band edge $E_c$ is $E=\hbar^2k^2/2m$, with an isotropic mass $m$. They do not interact and are in equilibrium at temperature $T>0$ and chemical potential $\mu$. The areal density $n$ can depend on $m$, $\hbar$, the thermal energy $kT$ and the energy difference $\mu-E_c$. The combination $mkT/\hbar^2$ has the dimension of an inverse area, and the only independent dimensionless ratio is

$$
\eta=\frac{\mu-E_c}{kT}.
$$

If there are $g$ equivalent spin and valley species, each contributes the same density. Therefore

$$
n=g\,\frac{mkT}{\hbar^2}\,F(\eta),
$$

with $F$ a pure function. Mass, degeneracy and temperature enter the inversion through a density scale, and what remains is to invert a function of one variable.

To find $F$, count states in a periodic square of side $L$. The allowed wave vectors form a grid with one point per area $(2\pi/L)^2$, so for a large square

$$
n=g\int\frac{d^2k}{(2\pi)^2}\,f
=\frac{g}{2\pi}\int_0^\infty k\,f\,dk,
\qquad
f=\frac{1}{1+e^{E/kT-\eta}} .
$$

The angular integral gave $2\pi$. Differentiating $E=\hbar^2k^2/2m$ gives $k\,dk=m\,dE/\hbar^2$, hence

$$
n=D\int_0^\infty f\,dE,\qquad D=\frac{gm}{2\pi\hbar^2}.
$$

The density of states $D$ does not depend on energy, which is why the integral is elementary. With $x=E/kT$ and $N=DkT$,

$$
\frac nN=\int_0^\infty\frac{e^{\eta-x}}{1+e^{\eta-x}}\,dx
=\Big[-\ln(1+e^{\eta-x})\Big]_0^\infty=\ln(1+e^\eta).
$$

The upper limit contributes $\ln 1=0$. Thus $F(\eta)=\ln(1+e^\eta)/2\pi$. Writing $u=n/N$ and exponentiating,

$$
e^u=1+e^\eta\quad\Longrightarrow\quad
\eta=\ln(e^u-1),\qquad \mu=E_c+kT\,\eta .
$$

For every $u>0$ the argument of the logarithm is positive, so there is one solution. No iteration is needed.

## Two limits that the code must respect

At low density, expand the exponential and take out a factor $u$:

$$
\eta=\ln u+\ln\!\left(1+\frac u2+\frac{u^2}{6}+\dots\right)
=\ln u+\frac u2+\left(\frac16-\frac18\right)u^2+\dots
=\ln u+\frac u2+\frac{u^2}{24}+\dots
$$

The $-1/8$ comes from the second term of $\ln(1+z)=z-z^2/2+\dots$ with $z\approx u/2$. The leading term is the Boltzmann result, and $u/2$ is the first effect of Pauli exclusion.

At high density, take out the large exponential instead:

$$
\eta=\ln\!\left[e^u(1-e^{-u})\right]=u+\ln(1-e^{-u}).
$$

The leading term gives $\mu-E_c=kT\,u=n/D$, which is the Fermi energy $E_F$ at zero temperature. The second term contributes $kT\ln(1-e^{-u})$ to $\mu$. It is negative, and at fixed density it grows in size with $T$, because $kT$ rises while $u$ falls. Heating therefore lowers $\mu$.

Both limits are smooth. The trouble lies in the intermediate quantities that a computer forms on the way to them.

## How the direct formula fails

Suppose the code evaluates `log(exp(u)-1)` in double precision. Let $\varepsilon=2.220\times10^{-16}$ be the spacing between 1 and the next larger double. For small positive $u$, the number $e^u$ lies just above 1 and must be rounded to this grid. With correct rounding the stored value is $e^u+\rho$, where $|\rho|\le\varepsilon/2$. Subtracting 1 adds no further error, because two doubles within a factor of two of each other have a representable difference. But it removes the large part and leaves $u+\rho$, to leading order in $u$. The error in the logarithm is then

$$
\ln(u+\rho)-\ln u\approx\frac{\rho}{u},
\qquad \left|\frac{\rho}{u}\right|\le\frac{\varepsilon}{2u}
\qquad(|\rho|\ll u).
$$

The information about $u$ was lost when $e^u$ was stored, and the subtraction exposed the loss. If $u<\varepsilon/2$, the exponential is stored as 1 and the code asks for the logarithm of zero.

At the other end, $e^u$ exceeds the largest double when $u>709.783$. The answer there is close to $u$ itself, a harmless number, but the code never reaches it.

## Deriving the two branches

The low-density cure is to obtain $e^u-1$ without storing $e^u$. The library function `expm1(u)` returns this difference with small relative error, including for small $u$, where its value is $u+u^2/2+\dots$. So one branch is

$$
\eta=\log(\mathrm{expm1}(u)).
$$

It still overflows at large $u$. There the factored form is the right one, since $e^{-u}$ can at worst underflow to zero. The companion function `log1p(z)` returns $\ln(1+z)$ without first rounding $1+z$, which gives

$$
\eta=u+\mathrm{log1p}(-\exp(-u)).
$$

This second branch cannot serve everywhere. For small $u$ the stored $e^{-u}$ lies just below 1, where doubles are spaced by $\varepsilon/2$. Its rounding error is up to $\varepsilon/4$, while $1-e^{-u}\approx u$. By the same argument as before, the error in $\eta$ reaches about $\varepsilon/(4u)$. Using `log1p` does not help, because the damage is done in its argument.

Where should the code switch? Let the computed exponential be $e^{-u}(1+a)$, with a small relative error $a$. To first order,

$$
\delta\ln(1-e^{-u})=-\frac{e^{-u}}{1-e^{-u}}\,a=-\frac{a}{e^u-1}.
$$

The amplification $1/(e^u-1)$ falls with $u$ and equals 1 at $u=\ln2$. Beyond that point the second branch does not magnify the error of the exponential. The same point is $\eta=0$, where the chemical potential crosses the band edge. This makes $\ln2$ a natural switch, though not a unique one: the first branch remains accurate well above it, until overflow approaches.

The routine is short:

```
def eta_from_u(u):
    if not u >= 0: raise ValueError
    if u == 0: return -inf
    if u <= log(2): return log(expm1(u))
    return u + log1p(-exp(-u))
```

The first line also rejects an undefined input, because an ordering comparison such as `>=` with it is false. Zero density gives $\mu\to-\infty$, as the logarithm requires. If a positive density is so small that $n/N$ itself underflows, one should carry $\ln n$ and use $\eta\approx\ln n-\ln N$.

The forward function needs the same care, since forming $1+e^\eta$ loses a small $e^\eta$. Use $u=\mathrm{log1p}(e^\eta)$ for $\eta\le0$. For $\eta>0$, factor out $e^\eta$ and use $u=\eta+\mathrm{log1p}(e^{-\eta})$.

## What accuracy is achieved

Assume each library function has relative error at most $\varepsilon$ and each addition at most $\varepsilon/2$. Work to first order in $\varepsilon$, for a given stored $u$.

In the low branch, a relative error in `expm1` becomes an absolute error of at most $\varepsilon$ after the logarithm. The logarithm adds at most $\varepsilon|\eta|$. The total is at most $\varepsilon(1+|\eta|)$.

In the high branch, the exponential contributes at most $\varepsilon$, by the amplification argument. Since $|\ln(1-e^{-u})|\le\ln2$ there, `log1p` contributes at most $\varepsilon\ln2$. The final addition contributes at most $\varepsilon|\eta|/2$. Both totals obey

$$
|\delta\eta|\le\varepsilon\,(2+|\eta|).
$$

This is a bound on the absolute error of $\eta$. A small relative error cannot be promised near $\eta=0$, for a reason that lies in the data. Differentiating the inverse gives

$$
\frac{d\eta}{du}=\frac{e^u}{e^u-1}=\frac{1}{1-e^{-u}},
$$

so a relative input error $\delta$ moves $\eta$ by $u\delta/(1-e^{-u})$. At $u=\ln2$ this is $2\delta\ln2$, which is finite, while $\eta$ vanishes. Their ratio diverges whatever algorithm is used. For a device calculation the absolute error in $\mu$ is the relevant one.

The input error also has a simple bound. From $e^u\ge1+u$ we have $(1+u)e^{-u}\le1$, and therefore $(1+u)(1-e^{-u})\ge u$. Dividing by the positive factor $1-e^{-u}$,

$$
|\delta\mu|=kT\,\frac{u}{1-e^{-u}}|\delta|\le kT(1+u)|\delta|=(kT+E_F)|\delta| .
$$

A one per cent uncertainty in density thus moves $\mu$ by at most one per cent of $kT+E_F$, to first order. This is far larger than the rounding error.

## A channel from off to on

Take rough parameters for an n-type monolayer MoS$_2$ channel: $m=0.5\,m_0$ and $g=4$, from two spins and two valleys. They give $D=4.177\times10^{14}$ cm$^{-2}$ eV$^{-1}$. At 300 K, $kT=25.852$ meV, so

$$
N=DkT=(4.177\times10^{14})(0.025852)=1.080\times10^{13}\ \text{cm}^{-2}.
$$

The results below keep more digits than the material model deserves, so that the arithmetic can be compared.

| $T$ (K) | $n$ (cm$^{-2}$) | $\mu-E_c$ (meV) | direct code (meV) |
|---:|---:|---:|---:|
| 300 | $10^{-3}$ | −954.41 | log of zero |
| 300 | $3\times10^{-3}$ | −926.01 | −931.80 |
| 300 | $10^{11}$ | −120.92 | −120.92 |
| 300 | $10^{13}$ | 10.90 | 10.90 |
| 0.3 | $10^{13}$ | 23.94 | overflow |

In the second row $u=2.778\times10^{-16}$. The double nearest to $e^u$ is $1+\varepsilon$, so the direct code works with $2.220\times10^{-16}$ instead. Its error is $25.852\ln(2.220/2.778)$, or about −5.8 meV. In the first row $u=9.26\times10^{-17}$ is below $\varepsilon/2$, and nothing survives. For these parameters that happens below $1.2\times10^{-3}$ cm$^{-2}$ at 300 K.

Such a density is not a count of electrons. In a channel of 1 µm$^2$, $10^{-3}$ cm$^{-2}$ means $10^{-11}$ electrons on average. It is a statistical mean, which a device solver may meet when the band edge lies almost 1 eV above $\mu$. The solver needs a finite, smooth answer there even if the current is then set by something else.

At $10^{13}$ cm$^{-2}$ and 300 K, $u=0.92600$, and the second branch gives

$$
\eta=0.92600+\ln(1-e^{-0.92600})=0.4216,
$$

so $\mu-E_c=0.4216\times25.852=10.9$ meV, or 0.0109 eV. The Boltzmann formula $kT\ln u$ gives −2.0 meV, and the zero-temperature formula $n/D$ gives 23.9 meV. Each misses by about 13 meV, in opposite directions. This is the middle ground where neither limit will do.

Cooling to 0.3 K at the same density raises $u$ to 926. The chemical potential is now the Fermi energy to the digits shown. For this density and these parameters the direct exponential overflows below 0.39 K.

## Two useful by-products

The response of density to chemical potential gives the quantum capacitance per area, $C_q=e^2\,dn/d\mu$, where $e$ in the prefactor is the elementary charge. Since $dn/d\mu=D\,du/d\eta$,

$$
C_q=e^2D(1-e^{-u})=-e^2D\,\mathrm{expm1}(-u).
$$

The last form keeps its relative accuracy at low density. Its degenerate limit here is $e^2D=66.9$ µF/cm$^2$. At $10^{13}$ cm$^{-2}$ and 300 K the factor $1-e^{-0.926}$ is 0.604, so $C_q=40.4$ µF/cm$^2$.

The second by-product is the thermal correction to the Fermi energy,

$$
\mu-E_c-E_F=kT\,\mathrm{log1p}(-e^{-u}).
$$

At 4 K and $10^{13}$ cm$^{-2}$, $u=69.45$ and the correction to $\eta$ is $-6.89\times10^{-31}$. It has no physical importance and vanishes when added to $u$, but the separate expression retains it. If only $\mu$ is wanted, the single formula $u+\log(-\mathrm{expm1}(-u))$ also serves over the whole range. At large $u$ its logarithm rounds to zero, so it cannot supply the separate correction.

## How far the model is from a real channel

Numerical precision does not make the band model accurate. The table gives the change in $\mu$, at fixed density, when one neglected effect is added at a time. The assumed values are rough: a conduction-band spin splitting of 3 meV; six additional Q valleys, each with one spin state and mass $0.6\,m_0$, at 0.1 or 0.2 eV above the edge; a nonparabolicity $\alpha=1$ eV$^{-1}$ in $E(1+\alpha E)=\hbar^2k^2/2m$; and a Gaussian spread $\sigma=20$ meV of the local band edge. Apart from the off-state nonparabolicity entry, the shifts come from numerical root finding on the modified density.

| Shift of $\mu$ (meV) | off, 300 K | on, 300 K | on, 0.3 K |
|---|---:|---:|---:|
| spin splitting | 1.5 | 1.5 | 1.5 |
| Q valleys, 0.2 eV | −0.02 | −0.05 | 0.00 |
| Q valleys, 0.1 eV | −1.0 | −2.3 | 0.00 |
| nonparabolicity | −1.3 | −2.4 | −0.5 |
| edge disorder | −7.7 | −3.0 | −1.3 |

Here "off" means $3\times10^{-3}$ cm$^{-2}$ and "on" means $10^{13}$ cm$^{-2}$. With spin splitting, energies are measured from the lower edge. The entries depend on the assumed values, and the band parameters of MoS$_2$ are themselves uncertain. A spin splitting of 15 meV instead of 3 meV would turn the first row into 6.4, 7.1 and 7.5 meV. A mass of $0.7\,m_0$ instead of $0.5\,m_0$ would move $\mu$ by −8.7, −12.6 and −6.8 meV, more than any entry in the same column, and would take the on-state $\mu-E_c$ at 300 K from 10.9 meV to −1.7 meV. The off-state disorder entry follows from averaging the Boltzmann factor over the Gaussian. The density grows by $e^{\sigma^2/2(kT)^2}$, so at fixed density $\mu$ falls by $\sigma^2/2kT=400/51.70=7.7$ meV.

The off-state nonparabolicity entry carries a warning. The density of states becomes $D(1+2\alpha E)$, and the Boltzmann average of $E$ is $kT$ when weighted with a constant density of states. The shift is therefore $-kT\ln(1+2\alpha kT)=-25.852\ln(1.0517)=-1.3$ meV. A numerical solution that evaluated the correction through a dilogarithm with argument formed as $1+e^\eta$ returned −1.09 meV. The sum had been rounded to $1+\varepsilon$: the same cancellation, in a less visible place. Protecting the inversion alone does not protect the rest of a solver.

At high density, the largest shift estimated here comes from the interaction between electrons, taken without screening by the carriers. To first order, exchange shifts the band edge by

$$
\Sigma(0)=-\int\frac{d^2q}{(2\pi)^2}\frac{e^2}{2\varepsilon_0q(\kappa+r_0q)}f(q)
=-\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\frac{f(q)}{\kappa+r_0q}\,dq .
$$

Here $\varepsilon_0$ is the vacuum permittivity, $\kappa$ the mean dielectric constant of the media above and below, and $r_0$ a length describing the layer's own polarizability. The factor $q$ in $d^2q=2\pi q\,dq$ cancels the one in the interaction. For rough values $\kappa=2.5$ and $r_0=4$ nm, trapezoidal integration gives about −150 meV in the on state at 300 K and −230 meV at 0.3 K. Screening by the carriers and correlation are omitted, so these are warnings of scale, not predictions. They exceed the ideal $\mu-E_c$ by an order of magnitude. Within this estimate, measuring $\mu$ from the shifted edge does not remove the problem, because unscreened exchange also changes the dispersion. In the same unscreened estimate at zero temperature, the shift is about −230 meV at the edge but only −130 meV at the Fermi wave vector. Relative to the shifted edge, $\mu$ would then lie about 100 meV higher than the ideal 24 meV. Screening by the carriers changes this drastically. If the interaction in the exchange integral is screened statically, with the ideal density of states $D$ as the response, the difference between the edge and the Fermi wave vector falls from 100 meV to about 0.3 meV. The 100 meV is therefore not a realistic correction. Static screening in turn leaves out dynamical correlation, so neither estimate settles how far the ideal $\mu-E_c$ lies from that of the interacting channel.

In a real MoS$_2$ channel, $10^{13}$ cm$^{-2}$ is a high density of the kind reached by strong gating, and 0.3 K belongs to a low-temperature laboratory, not to a working transistor. The input $n$ must be the density of mobile electrons. Dopants that are not ionized and charge held in traps do not belong in it. At low density, disorder can also localize the carriers, and a band of extended states is then a poor description however precisely its equation is inverted.
